# The Haydock recursion: moments, asymptotic coefficients and matched terminators

## The density of states seen from one orbital

An orbital on one atom of a large solid couples to its neighbours, these to theirs, and so on. Its local density of states (LDOS) depends on the whole solid, but a calculation follows only a finite number of hops. What do those hops determine, and what must be put in place of the rest?

Let $H$ be a real symmetric, bounded one-electron Hamiltonian in an orthonormal basis, and $u_0$ a normalised orbital. The recursion builds orthonormal vectors from

$$H u_n=a_nu_n+b_{n+1}u_{n+1}+b_nu_{n-1},\qquad b_0=0 .$$

At each step $a_n=\langle u_n|H|u_n\rangle$. The part of $Hu_n$ left after subtracting $a_nu_n+b_nu_{n-1}$ has norm $b_{n+1}>0$ and direction $u_{n+1}$. Earlier vectors need no subtraction: for $m<n-1$, $Hu_m$ contains no vector beyond $u_{m+1}$, so $\langle u_m|H|u_n\rangle=0$. The solid has become a half-infinite chain with levels $a_n$ and hoppings $b_n$.

Let $g_n(E)$ be the Green function on the first site of the chain that starts at site $n$. Eliminating all sites beyond $n$ gives

$$g_n=\frac1{E-a_n-b_{n+1}^2g_{n+1}},\qquad G_{00}=g_0,\qquad \rho_n=-\frac1\pi\,\mathrm{Im}\,g_n(E+i0). \tag{1}$$

The LDOS is $\rho_0$. The algebra holds in any energy unit, hartree included; numbers below are in eV.

## What $n$ levels determine

The moment $\mu_k=\langle u_0|H^k|u_0\rangle$ is a sum over closed $k$-step walks on the chain. Waiting on site $j$ contributes $a_j$; crossing bond $j$ contributes $b_j$. A walk that reaches site $n$ and returns needs at least $2n$ steps. Hence $a_0,\dots,a_{n-1}$ and $b_1,\dots,b_{n-1}$ reproduce the $2n$ moments $\mu_0,\dots,\mu_{2n-1}$.

At length $2n$ one walk reaches site $n$, by going straight out and back. Truncation after $n$ levels therefore misses

$$\mu_{2n}-\mu_{2n}^{\rm trunc}=b_1^2b_2^2\cdots b_n^2 .$$

Adding $b_n$ repairs $\mu_{2n}$.

For a simple cubic s band with hopping 0.5 eV, direct counting of lattice walks gives $\mu_{16}=423742.04$ eV$^{16}$, and eight levels give $423291.75$ eV$^{16}$. The difference, 450.29 eV$^{16}$, agrees with the product of the eight $b_n^2$.

## One band: why the coefficients settle

Suppose the spectrum seen by $u_0$ is one interval of width $W$. Put its centre at zero and take $W/4$ as the energy unit, so that the band is $[-2,2]$. Write $E=z+1/z$ with $|z|<1$ off the band, and $E=2\cos\theta$ on it.

Every tail Hamiltonian is a compression of $H$, so its spectrum also lies in $[-2,2]$. Thus $g_n$ has no pole off the band. It has no zero there either: it is positive above the band, negative below it, and has non-zero imaginary part at complex $E$. Hence $\ln(g_n/z)$ is analytic in the disc. Since $g_n=z+O(z^2)$, equation (1) gives

$$\frac z{g_n}=1-a_nz+(1-b_{n+1}^2)z^2+O(z^3),$$

$$\ln\frac{g_n}z=a_nz+c_2z^2+O(z^3),\qquad c_2=b_{n+1}^2-1+\tfrac12a_n^2 .$$

The imaginary part of this logarithm is bounded, because $g_n$ and $z$ lie in the same half-plane. For an analytic function vanishing at $z=0$, the real and imaginary parts have equal mean squares on each circle, so the real part is square integrable up to $|z|=1$ and its Fourier coefficients may be read off there. Let $\langle f\rangle=(2/\pi)\int_0^\pi f\sin^2\theta\,d\theta$, which has $\langle1\rangle=1$. Since $2\sin^2\theta=1-\cos2\theta$,

$$\langle\ln|g_n|\rangle=-\tfrac12c_2 .$$

The imaginary part of $1/g_n$ in (1) gives, on the band,

$$|\mathrm{Im}\,g_n|=b_{n+1}^2|g_n|^2\,|\mathrm{Im}\,g_{n+1}| . \tag{2}$$

Define $z_n=-\langle\ln(|\mathrm{Im}\,g_n|/\sin\theta)\rangle$ and assume that $z_0$ is finite. This excludes, for example, a density that vanishes on part of the interval. Averaging the logarithm of (2) gives $-c_2=-z_n+z_{n+1}-\ln b_{n+1}^2$, or

$$z_n-z_{n+1}=b_{n+1}^2-1-\ln b_{n+1}^2+\tfrac12a_n^2\ge0 . \tag{3}$$

The $z_n$ cannot fall below zero. By Jensen's inequality and $dE=2\sin\theta\,d\theta$ in magnitude,

$$-z_n\le\ln\left[\frac2\pi\int_0^\pi\pi\rho_n\sin\theta\,d\theta\right]=\ln\int\rho_n\,dE\le0 .$$

The right-hand sides of (3) therefore have a sum no larger than $z_0$, and each tends to zero. With units restored, $a_n$ tends to the band centre and $b_n$ to $W/4$.

For the skewed density proportional to $\sqrt{1-u^2}\,(1+0.6u+0.5u^2)$, $u=(E-1\ \text{eV})/(3\ \text{eV})$, on a band centred at 1 eV with $W=6$ eV, $a_0=1.4$ eV contributes $0.4^2/(2\times1.5^2)=0.0356$ to the sum. All 40 levels give 0.0371013334, equal to the printed $z_0$; here the bound is saturated within numerical accuracy. Already $b_5=1.49999$ eV.

The cubic band also has $W/4=1.5$ eV, but the largest deviation of $b_n$ is 0.0375 eV for $n=3$–10 and still 0.0030 eV for $n=21$–30. Its density has van Hove kinks inside the band. That they cause the slower approach is plausible, but these data do not isolate it.

## A gap forbids convergence

Let the continuous spectrum consist of two bands, with edges $E_1<E_2<E_3<E_4$. If $a_n\to a$ and $b_n\to b$, the chain differs from a constant chain by a compact operator. Such a change leaves the essential spectrum unaltered, so this would be the single interval $[a-2b,a+2b]$, or a point if $b=0$. Two separated bands contradict this.

To find what replaces the constant chain, define

$$X=\prod_{i=1}^4(E-E_i)=Q^2+\ell_1E+\ell_0,\qquad Q=E^2-sE+r_0,\qquad s=\tfrac12\sum_iE_i ,$$

where $r_0$ is chosen to match the $E^2$ term. Let $R=\sqrt X$ be the branch with $R\sim E^2$ at infinity. It is imaginary on the bands and negative in the gap. Seek tails of the form

$$b_n^2g_n=\frac{P_n-R}{2(E-\gamma_n)},\qquad P_n=Q+2b_n^2 . \tag{4}$$

Since $R-Q=O(1/E)$, this has the required limit $g_n\to1/E$. The polynomial $P_n^2-X=4b_n^2Q+4b_n^4-\ell_1E-\ell_0$ is quadratic. Let $\gamma_n$ be one root and call the other $\gamma_{n+1}$:

$$P_n^2-X=4b_n^2(E-\gamma_n)(E-\gamma_{n+1}). \tag{5}$$

Its linear coefficient gives the first relation in (6). Multiplying numerator and denominator by $P_n+R$ then gives

$$\frac1{g_n}=\frac{P_n+R}{2(E-\gamma_{n+1})},\qquad b_{n+1}^2g_{n+1}=\frac{2(E-a_n)(E-\gamma_{n+1})-P_n-R}{2(E-\gamma_{n+1})}.$$

This is form (4) again if $P_n+P_{n+1}=2(E-a_n)(E-\gamma_{n+1})$. Comparing the linear and constant terms yields the other two relations:

$$\gamma_n+\gamma_{n+1}=s+\frac{\ell_1}{4b_n^2},\quad a_n=s-\gamma_{n+1},\quad b_n^2+b_{n+1}^2=-Q(\gamma_{n+1}). \tag{6}$$

The form is consistent at the next step, because $P_{n+1}(\gamma_{n+1})=-P_n(\gamma_{n+1})$, whose square is $X(\gamma_{n+1})$.

The sign of $\mathrm{Im}\,R$ differs between the bands. A positive density in both therefore requires $E-\gamma_n$ to change sign between them, so $E_2\le\gamma_n\le E_3$.

That a general two-band density, positive throughout its bands, drives the recursion towards this family is a deeper theorem, used here without proof and checked numerically below for one model.

## Amplitude and frequency

Because $\gamma_{n+1}$ stays in the gap, $a_n$ lies within half a gap of $(E_1+E_4)/2$. For $b_n$, regard (5) at $E=\gamma_n$ as a closed curve in the variables $\gamma_n$ and $b_n^2$. At an extremum of $b_n^2$ the derivative with respect to $\gamma_n$ vanishes, so the two roots coincide at some $\gamma$ and

$$X=[P_n-2b_n(E-\gamma)]\,[P_n+2b_n(E-\gamma)] .$$

These monic quadratics have root sums differing by $4b_n$ and are equal at $\gamma$. The pairings $\{E_1,E_2\},\{E_3,E_4\}$ and $\{E_1,E_3\},\{E_2,E_4\}$ give equality inside the gap. The pairing $\{E_1,E_4\},\{E_2,E_3\}$ does not, since the difference of its quadratics is linear and has the same sign at both gap edges. Hence

$$\frac{(E_4-E_1)-(E_3-E_2)}4\le b_n\le\frac{(E_4-E_1)+(E_3-E_2)}4 .$$

When the gap closes, the one-band limits return. For symmetric edges $\pm A,\pm B$, one has $s=\ell_1=0$, so $\gamma_{n+1}=-\gamma_n$ and the coefficients have period two.

For general edges, differentiate (5) at its two roots while varying $b_n^2$:

$$\frac{d\gamma_n}{P_n(\gamma_n)}=-\frac{d\gamma_{n+1}}{P_n(\gamma_{n+1})}=\frac{d\gamma_{n+1}}{P_{n+1}(\gamma_{n+1})} .$$

Here $P_n(\gamma_n)=\pm\sqrt{X(\gamma_n)}$, and the two signs form the two halves of a circle. With $d\gamma/P$, normalised to total length 1, as the coordinate, each recursion step is a rigid rotation by a fixed fraction $\alpha$.

To identify $\alpha$, fix $E$ inside the gap. The decaying solution of the chain obeys $\psi_n/\psi_{n-1}=b_ng_n(E)$. By (4), this ratio has its pole when the phase is at $p=(\gamma=E,\,P>0)$. By the formula for $1/g_n$, it has its zero when the next phase is at $p$, one rotation earlier. The ratio changes sign at these two points, so it is negative on an arc of length $\alpha$ or $1-\alpha$. For irrational $\alpha$ the phases fill the circle uniformly, and this length is the number of sign changes per site. By Sturm counting with $b_n>0$, that number is the fraction $\nu$ of the levels of a long truncated recursion chain that lie above $E$. Thus $\alpha=\nu$ or $1-\nu$.

To compute $\nu$, continue the family to a chain infinite in both directions. Reversing the chain exchanges the two roots in (5), so the left tail contributes $(P_n-R)/[2(E-\gamma_{n+1})]$ at site $n$. Then

$$G_{nn}=\left[E-a_n-\frac{P_{n+1}+P_n-2R}{2(E-\gamma_{n+1})}\right]^{-1}=\frac{E-\gamma_{n+1}}R .$$

Averaging over the uniform phase replaces $\gamma_{n+1}$ by its mean $c$:

$$\nu=\int_{E_3}^{E_4}\frac{E-c}{\pi\sqrt{|X|}}\,dE,\qquad c=\frac{\int_{E_2}^{E_3}\gamma\,X^{-1/2}d\gamma}{\int_{E_2}^{E_3}X^{-1/2}d\gamma}. \tag{7}$$

## A chain with a hybridisation gap

Take a half-infinite chain of atoms with a mobile orbital at 0 eV and hopping $t=1$ eV. On each atom it mixes by $v=0.8$ eV with an immobile orbital at $\epsilon=0.6$ eV. The first bond is weakened to $t_1=0.7$ eV, and $u_0$ is the mobile orbital on the end atom. These are model parameters.

The first step can be done by hand: $b_1=\sqrt{0.7^2+0.8^2}=1.063$ eV and $a_1=0.8^2\times0.6/1.13=0.340$ eV.

Eliminating the immobile orbitals replaces $E$ by $x=E-v^2/(E-\epsilon)$, so the bands satisfy $|x|\le2t$. At $x=\pm2$ eV, with energies in eV,

$$E^2-(0.6+x)E+0.6x-0.64=0 .$$

The edges are $-2.2264$, 0.2370, 0.8264 and 2.3630 eV, and the gap is 0.5894 eV (0.02166 hartree). The predicted ranges are

$$a_n:\ 0.0683\pm0.2947\ \text{eV},\qquad b_n:\ 1.1474\pm0.1474\ \text{eV}.$$

The computed coefficients for $n\ge100$ fill both ranges to the four printed decimals. Early ones need not obey them: $a_3=0.5276$ eV lies outside.

The last relation in (6) can be checked at $n=200$. The left side is $1.0340^2+1.1985^2=2.506$ eV². With $\gamma_{201}=0.6+0.1738=0.7738$ eV and $r_0=-2.64$ eV², the right side is $-(0.5988-0.4643-2.64)=2.506$ eV². The mismatch in this relation falls from $1.7\times10^{-2}$ eV² at $n=5$ to $9.0\times10^{-11}$ eV² at $n=80$, which shows the approach to the family in this case.

Equation (7) gives $c=0.53576$ eV and $\nu=0.434411$. The measured frequency of $a_n$ is 0.434411 per step. In a 400-level truncation, a fraction 0.4350 of the eigenvalues, or 174, lies above the middle of the gap. This count includes any state in the upper half of the gap that is bound to the cut end; one such state changes the fraction by only 1/400. Do not read $\nu$ as a band filling: every $x$ between $-2t$ and $2t$ gives one energy in each band, so a long chain of atoms has half its states in each. The levels of the truncated recursion chain are not a sample of the solid's states.

## Terminators and their errors

After $b_n$ has been computed, the unknown $g_n$ is replaced by a terminator $\tilde g_n$. Any normalised chain Green function preserves $\mu_0,\dots,\mu_{2n}$. To see what happens to the LDOS, subtract (1) for the two tails:

$$g_k-\tilde g_k=b_{k+1}^2g_k\tilde g_k\,(g_{k+1}-\tilde g_{k+1}) .$$

Iterate from $k=0$ to $n-1$ and take magnitudes. Where both densities are non-zero, (2) gives $b_{k+1}^2|g_k|^2=\rho_k/\rho_{k+1}$ for each chain, so the products telescope:

$$|G_{00}-\tilde G_{00}|=\sqrt{\frac{\rho_0\tilde\rho_0}{\rho_n\tilde\rho_n}}\;|g_n-\tilde g_n| . \tag{8}$$

The square root in (8) does not decay systematically with depth, so the error at $u_0$ falls only if $|g_n-\tilde g_n|$ does. Inside a band, a terminator error travels back to $u_0$ as a reflected wave. More levels reduce the error if the tail itself is better matched.

The matched terminator takes the band edges as input and reads the phase from the last coefficients:

1. Set $\gamma=s-a_{n-1}$, moved to the nearer gap edge if it falls outside the gap.
2. Form $\beta^2=\tfrac12[-Q(\gamma)\pm\sqrt{X(\gamma)}]$ and keep the value nearest $b_n^2$.
3. Use $\tilde g_n=[Q+2\beta^2-R]/[2\beta^2(E-\gamma)]$.

The consistent $\beta^2$ makes any pole at $\gamma$ either cancel or have positive weight. Near a gap edge the slope of $\sqrt X$ diverges, so small errors in $\gamma$ are amplified there. Wrong band edges leave a tail error that (8) does not remove.

For comparison, a one-band terminator uses constant coefficients $(E_1+E_4)/2$ and $(E_4-E_1)/4$. The exact LDOS of the model follows from

$$G_{00}=\frac1{x-t_1^2g(x)},\qquad g(x)=\frac{x-\sqrt{x^2-4t^2}}{2t^2}.$$

It has no discrete state: for $|x|>2t$, $|t_1^2g|<t_1^2/t=0.49$ eV, which is smaller than $|x|$.

The root-mean-square LDOS errors, on points spaced uniformly in angle across each band, are:

| $n$ | matched (eV⁻¹) | one-band (eV⁻¹) | one-band weight in gap |
|---|---|---|---|
| 10 | $1.1\times10^{-2}$ | 0.092 | $8.9\times10^{-3}$ |
| 20 | $4.2\times10^{-3}$ | 0.093 | $1.1\times10^{-3}$ |
| 40 | $3.5\times10^{-6}$ | 0.086 | $6.3\times10^{-5}$ |
| 80 | $5.1\times10^{-10}$ | 0.090 | $3.6\times10^{-6}$ |

The rapid fall of the matched error belongs to this model, whose density is analytic inside each band and has square-root edges. It need not be monotonic between the tabulated depths, since depths with $\gamma$ near a gap edge are matched less well. A density with van Hove kinks inside its bands, as in most three-dimensional solids, should be expected to approach the family much more slowly, and the matched error with it.

The one-band error does not improve with depth, although the number of correct moments grows. At 1.5 eV the exact LDOS is 0.2571 eV⁻¹. With $n=20$, the matched value is 0.2583 eV⁻¹, 0.5% high relative to the exact one, and the one-band value is 0.1856 eV⁻¹, 28% low.

The moments still have value: both densities have bounded support, so agreement of ever more moments makes integrals against any fixed continuous function converge. Energy integrals can therefore be sound while the LDOS at a given energy is wrong.

In the gap the false states must tunnel from the terminator to $u_0$, and their weight falls with $n$. Doubling $n$ from 20 to 40, and again to 80, reduces it by a factor of 17 to 18 each time. An exponential decay would square the factor at the second doubling, so the fall is slower than exponential. A likely reason is that the tunnelling length diverges at the gap edges; this was not tested separately. The full set of values is in the numerical output.

## Computed values

```
cubic: hopping, W/4 (eV): 0.5 1.5
cubic: b_1..b_6 (eV): [1.2247 1.5    1.5366 1.4625 1.5246 1.4916]
cubic: b_26..b_30 (eV): [1.5016 1.4976 1.5021 1.4991 1.4995]
cubic: max|b-W/4|, n=3-10: 0.0375 eV
cubic: max|b-W/4|, n=21-30: 0.0030 eV
cubic: mu_16 exact 423742.040 eV^16
cubic: mu_16 from 8 levels 423291.749 eV^16
cubic: product of b_1^2..b_8^2 450.290 eV^16
one band: centre, width, W/4 (eV): 1.0 6.0 1.5
one band: a_0..a_4 (eV): [1.4     0.94188 1.00463 0.99992 0.99996]
one band: b_1..b_5 (eV): [1.52971 1.50341 1.4991  1.5001  1.49999]
one band: coefficient sum 0.0371013334
one band: log integral z0 0.0371013334
chain: t, fixed level, mixing, first bond (eV): 1.0 0.6 0.8 0.7
chain: band edges (eV): [-2.22643  0.23699  0.82643  2.36301]
chain: gap 0.58945 eV = 0.021662 hartree
chain: span/4 1.14736 eV, mid-span 0.06829 eV
chain: s 0.60000 eV, r0 -2.64000 eV^2, l1 2.40000 eV^3
chain: a_0..a_5 (eV): [ 0.      0.3398 -0.3675  0.5276 -0.3468  0.3762]
chain: b_1..b_6 (eV): [1.063  0.8942 1.2316 1.1201 1.0506 1.2797]
chain: a_200..a_205 (eV): [-0.1738  0.356  -0.221   0.3073 -0.0915  0.1003]
chain: b_200..b_205 (eV): [1.034  1.1985 1.136  1.0808 1.2497 1.0074]
chain: a range predicted (eV): [-0.2264  0.363 ]
chain: a range seen, n>=100 (eV): [-0.2264  0.363 ]
chain: b range predicted (eV): [1.     1.2947]
chain: b range seen, n>=100 (eV): [1.     1.2947]
chain: two-band residual, n=5: 1.7e-02 eV^2
chain: two-band residual, n=20: 6.6e-04 eV^2
chain: two-band residual, n=40: 5.0e-06 eV^2
chain: two-band residual, n=80: 9.0e-11 eV^2
chain: map error over 100 steps 7.1e-15 eV
chain: mean gamma c 0.53576 eV
chain: mean a seen 0.06424, s-c 0.06424 eV
chain: upper-band fraction, integral 0.434411
chain: upper-band fraction, 400 levels 0.435000
chain: frequency of a_n 0.434411 per step
n=10: rms LDOS error matched 1.1e-02, one-band 9.2e-02 /eV
n=10: one-band weight in gap 8.9e-03
n=20: rms LDOS error matched 4.2e-03, one-band 9.3e-02 /eV
n=20: one-band weight in gap 1.1e-03
n=40: rms LDOS error matched 3.5e-06, one-band 8.6e-02 /eV
n=40: one-band weight in gap 6.3e-05
n=80: rms LDOS error matched 5.1e-10, one-band 9.0e-02 /eV
n=80: one-band weight in gap 3.6e-06
LDOS at 1.5 eV, exact: 0.25709 /eV
LDOS there, n=20 matched: 0.25829 /eV
LDOS there, n=20 one-band: 0.18558 /eV
```
